# Why Infinite Conductivity Alone Does Not Give the Meissner Effect

Q: I cool a niobium film in a steady magnetic field. Its resistance vanishes, so currents can flow in it without loss. Why is that not enough to explain the expulsion of the field?

A: Lossless current can preserve a screened state, but something must first create that state. Let us see what free acceleration of the carriers does in the simplest geometry.

Take a slab \(|x|<d/2\), with the applied field \(B_a\) along \(z\), parallel to its faces. The field is \(B(x,t)\) along \(z\); the current density \(J\) and electric field \(E\) point along \(y\). The metal is nonmagnetic, carries no net transport current and contains no vortices. I neglect displacement current and use atomic units, with electron mass 1, electron charge \(-1\) and \(\mu_0=4\pi\alpha^2\), where \(\alpha\) is the fine-structure constant.

Let \(n\) be the density of collisionless carriers and \(v\) their mean velocity. Then \(J=-nv\). The electric force gives \(\partial_t v=-E\), so at fixed \(n\)

\[
\partial_t J=-n\,\partial_t v=nE .
\]

The magnetic force on a carrier moving along \(y\) acts along \(x\), where a Hall field balances it. It does not enter this equation.

Q: What does that say about the magnetic field?

A: Differentiate with respect to \(x\). Faraday's law in this geometry is \(\partial_xE=-\partial_tB\), hence

\[
\partial_t(\partial_xJ)=n\,\partial_xE=-n\,\partial_tB
\quad\Longrightarrow\quad
\partial_t w=0,\qquad w=\partial_xJ+nB .
\]

Here \(\partial_xJ\) is the \(z\) component of \(\nabla\times\mathbf J\). Infinite conductivity makes \(w\) constant in time at each point. It does not say what the constant is.

Compare two steady states, at times \(t_0\) and \(t_1\), with the same \(n\). In both, \(E=0\), so any remaining normal electrons carry no current and Ampère's law contains \(J\) alone:

\[
-\partial_xB=\mu_0J
\quad\Longrightarrow\quad
\partial_xJ=-\frac{1}{\mu_0}\partial_x^2B .
\]

Let \(\Delta B=B(x,t_1)-B(x,t_0)\). Since \(w\) has not changed,

\[
-\frac{1}{\mu_0}\partial_x^2\Delta B+n\,\Delta B=0 .
\]

Multiplying by \(-1/n\) and moving the second term across gives

\[
\lambda^2\partial_x^2\Delta B=\Delta B,\qquad
\lambda^2=\frac{1}{\mu_0n}=\frac{1}{4\pi\alpha^2n}.
\]

Its general solution is \(a\cosh(x/\lambda)+b\sinh(x/\lambda)\). With no net current, integrating Ampère's law across the slab shows that \(B\) is equal at the two faces, so \(b=0\). The change at each face is \(\Delta B_a\), which fixes \(a\):

\[
\Delta B(x)=\Delta B_a\,C(x),\qquad
C(x)=\frac{\cosh(x/\lambda)}{\cosh u},\qquad u=\frac{d}{2\lambda}.
\]

A perfect conductor thus screens changes of field.

Q: And if I cool it with the field already on?

A: The normal metal starts with uniform \(B=B_a\), \(J=0\) and \(E=0\). Now \(n\) grows, so we must also say how carriers join the collisionless group. In a perfect conductor, let them join with zero mean drift. They add no current, so the field does not change, no electric field is induced and nothing accelerates the carriers. The state

\[
B(x)=B_a,\qquad J=0,\qquad E=0
\]

therefore remains a solution throughout cooling. If you then switch off the applied field, \(\Delta B_a=-B_a\), and

\[
B(x)=B_a-B_aC(x)=B_a[1-C(x)].
\]

Flux is left inside, held by the currents that opposed its departure.

Q: What does London's equation change?

A: It replaces an unspecified constant by zero:

\[
\partial_xJ=-nB,\qquad\text{that is, } w=0 .
\]

Insert \(\partial_xJ=-\partial_x^2B/\mu_0\) and divide by \(-n\):

\[
\lambda^2\partial_x^2B=B .
\]

This is the same differential equation as before, but now for the field itself. With \(B=B_a\) at both faces, the steady solution is

\[
B(x)=B_aC(x),
\]

whether the field was applied before or after cooling. Removing it leaves zero.

In a thick slab, \(u\gg1\), the field survives within a few \(\lambda\) of the faces and the interior is nearly empty of flux. In a thin one, \(u\ll1\), expanding both hyperbolic cosines to second order gives

\[
1-C(x)\simeq\frac{d^2/4-x^2}{2\lambda^2}.
\]

The expulsion is then weak even though London's equation holds.

Q: Could I distinguish the two slabs by cooling first and applying the field afterwards?

A: Not if the temperature then stays fixed. Cooling in zero field starts both with \(B=J=0\), hence \(w=0\). Applying \(B_a\) gives \(\Delta B=B_aC\) in the perfect conductor and \(B=B_aC\) in the London slab, which are the same profile. That experiment shows screening, but does not test the value of \(w\) that each law allows.

Q: Still, a current must start in the field-cooled London slab. Doesn't the induced electric field start it?

A: Its sign is wrong. Choose a vector potential along \(y\) with \(\partial_xA=B\), \(A(0)=0\) and \(E=-\partial_tA\). London's equation becomes \(\partial_x(J+nA)=0\). Both \(J\) and \(A\) are odd in \(x\), so the integration constant vanishes and \(J=-nA\).

For \(x>0\), \(A=\int_0^xB\,dx'\) is positive and falls as flux leaves. Hence \(J<0\), while \(E=-\partial_tA>0\). The electric field opposes the supercurrent, as Lenz's law requires of a field that resists the loss of flux.

To see what else is needed, differentiate \(J=-nA\) while \(n\) changes:

\[
\partial_tJ=-n\,\partial_tA-A\,\partial_tn=nE-A\,\partial_tn .
\]

The last term is absent from the perfect conductor. A density \(dn\) joining with velocity \(v_{\rm in}\) changes the current by \(-v_{\rm in}\,dn\), so this term means \(v_{\rm in}=A\). For charge \(-1\), the canonical momentum is \(p=v-A\), so the carriers join with \(p=0\), not with \(v=0\).

At fixed \(n\) the extra term vanishes and \(\partial_tJ=nE\) returns. A London slab is therefore also a perfect conductor, but the converse does not follow.

Q: Why should carriers choose zero canonical momentum? Is expulsion simply the state of lower energy?

A: That depends on which states are allowed. At fixed applied field, the magnetic and kinetic energy per area, including the work of the field source and apart from a constant, is

\[
G=\int_{-d/2}^{d/2}\left[\frac{(B-B_a)^2}{2\mu_0}+\frac{nv^2}{2}\right]dx .
\]

If \(v\) is restricted by Ampère's law alone, the minimum is \(G=0\), at \(B=B_a\) and \(v=0\). A classical perfect conductor has no energetic reason to expel the field.

In a superconductor the pairs share a quantum phase \(\theta\), and their velocity is \(v=\nabla\theta/2+A\). Without vortices, and with no net current in this gauge, the phase is uniform and \(v=A\). Now vary \(A\), using \(\delta B=\partial_x\delta A\), and integrate by parts:

\[
\delta G=\left[\frac{B-B_a}{\mu_0}\delta A\right]_{-d/2}^{d/2}
+\int_{-d/2}^{d/2}\left(-\frac{\partial_xB}{\mu_0}+nA\right)\delta A\,dx .
\]

The surface term requires \(B=B_a\) at the faces. The integral requires \(\partial_xB=\mu_0nA\). Since \(v=A\) already gives \(J=-nv=-nA\), this is Ampère's law. Because \(G\) is a sum of squares, this stationary state is the minimum. The rigid phase changes the allowed states, and with them the answer. London's equation expresses this restriction; it does not describe the microscopic exchange of momentum during the transition.

Q: Then the London state costs energy. How much?

A: From \(A=\lambda^2\partial_xB\) and \(n\lambda^2=1/\mu_0\), the kinetic term is \(nA^2/2=\lambda^2(\partial_xB)^2/(2\mu_0)\). Thus

\[
2\mu_0G=\int\left[B^2+\lambda^2(\partial_xB)^2-2B_aB+B_a^2\right]dx .
\]

Since \(B=\lambda^2\partial_x^2B\), the first two terms equal \(\partial_x(\lambda^2B\,\partial_xB)\). Their integral is \(2\lambda B_a^2\tanh u\). Also \(\int B\,dx=2\lambda B_a\tanh u\), so

\[
2\mu_0G=2\lambda B_a^2\tanh u-4\lambda B_a^2\tanh u+B_a^2d .
\]

Using \(2\lambda=d/u\),

\[
G=\frac{B_a^2d}{2\mu_0}\left(1-\frac{\tanh u}{u}\right).
\]

The energy gained by forming the condensate must pay this cost.

Q: Put in numbers for a film I might use as a ground plane.

A: Take rough values in the regime of sputtered niobium: \(d=400\) nm, \(\lambda=90\) nm and \(B_a=0.50\) mT. Then \(u=400/(2\times90)=2.22\). The effective density that gives this \(\lambda\) is 3.49 nm\(^{-3}\).

At the centre, \(C(0)=1/\cosh u=1/4.67=0.214\). After field cooling, the perfect conductor has 0.500 mT there and the London slab 0.107 mT. After the field is removed, the former retains \(0.500-0.107=0.393\) mT and the latter zero. Averaged over the thickness, the cooled fields are 0.500 and 0.220 mT; after removal they are 0.280 mT and zero.

These averages come from integrating the equations of motion in time, with a normal-electron current included. Both slabs were taken through both orders of cooling and applying the field, then through its removal. The joining velocity was set to zero for the perfect conductor and to \(A\) for the London slab. The largest departure from the profiles above was \(1.7\times10^{-4}B_a\). Halfway through field cooling, the London current was negative and the electric field positive at every grid point with \(x>0\), confirming the opposition.

The energy factor is \(1-\tanh u/u=0.560\), and \(B_a^2d/(2\mu_0)=0.248\) eV/µm\(^2\). The cost is \(0.248\times0.560=0.139\) eV/µm\(^2\). With a coherence length of 12 nm, the Ginzburg–Landau estimate of the cold condensation energy is about \(4.6\times10^4\) eV/µm\(^2\), which is ample.

Q: Would my real film behave like that?

A: Roughly, provided that vortices hold little parallel flux. At 4.2 K, with a transition at 9.2 K, the two-fluid temperature law raises \(\lambda\) to 92.0 nm and the central field from 0.107 to 0.112 mT, about 5%; the dirty-limit BCS law gives 93.5 nm and 0.116 mT, about 8%. The surface current density, 0.43 MA/cm\(^2\), is about 0.4% of the estimated pair-breaking value in the cold film. The ratio is larger just below the transition, about 4% at 9.1 K. The ratio of coherence length to penetration depth, 0.13, indicates that nonlocal response is a correction, but I have not calculated its effect on the profile.

In a strictly parallel field, a vortex at the midplane lowers the energy only above a threshold field. A rough estimate of this threshold, listed below as the vortex-entry field, falls from 55 mT when cold to 2.1 mT near the transition, at the point where a vortex core just fits into the slab. That low value is an artefact: the estimate leaves out the core energy and fails when the core is as wide as the slab. In Ginzburg–Landau theory the threshold near the transition is of order one flux quantum divided by \(d^2\), about 13 mT, or higher, and below that field superconductivity nucleates without vortices. A strictly parallel field of 0.50 mT therefore does not favour them. Alignment is the weak point. For a film 10 µm wide, the perpendicular field scale for trapping, one flux quantum divided by the width squared, is 0.021 mT. A tilt of 2.4° supplies it, and so can the unshielded field of the Earth, about 0.05 mT. The scale falls as the width squared: for a ground plane 1 mm wide it is 2 nT, a tilt of 0.0002°, so some trapping of perpendicular flux is to be expected there. Defects can then pin vortices as the film cools. Vortices that cross the film by the shortest path hold perpendicular flux but little of the parallel flux. Pinned vortices that run partly along the film can hold parallel flux and so mask some or all of the fall.

Q: So what should I measure?

A: Hold the applied field fixed and record the flux while cooling. A fall in flux as the film cools through the transition and below it is something the perfect-conductor equation, with carriers joining at rest, cannot produce. The fall is gradual, because \(\lambda\) is very large just below the transition: with the two-fluid law, about half of it comes in the first 0.65 K, and a law with a slower rise of carrier density spreads it further. If no fall is seen, the result is ambiguous: the film may be thin compared with \(\lambda\), or vortices lying along it may be pinned. Zero resistance does not settle the matter, since both equations allow it. The other main values for this film are listed in the numerical output below.

## Table of computed values

```
thickness d = 400 nm
penetration depth = 90 nm
coherence length = 12 nm
transition temperature = 9.2 K
temperature of use = 4.2 K
applied parallel field = 0.50 mT
half thickness / penetration depth u = 2.2222
effective carrier density = 3.486 nm^-3
Field-cooled profiles in mT: PC = perfect conductor, L = London
x = 0 nm: PC 0.5000, L 0.1071; after removal PC 0.3929, L 0.0000
x = 100 nm: PC 0.5000, L 0.1803; after removal PC 0.3197, L 0.0000
x = 200 nm: PC 0.5000, L 0.5000; after removal PC 0.0000, L 0.0000
Simulated mean field in mT, field on / after removal:
PC field-cooled: 0.5000 / 0.2803
L field-cooled: 0.2197 / 0.0000
PC zero-field-cooled: 0.2197 / 0.0000
L zero-field-cooled: 0.2197 / 0.0000
largest simulation deviation / Ba = 1.7e-04
mid-cooling L surface supercurrent (scaled) = -0.6926
mid-cooling L surface electric field (scaled) = 0.0908
London surface current density = 0.432 MA/cm2
expulsion energy fraction 1-tanh(u)/u = 0.5604
same fraction from discrete minimum = 0.5604
expulsion energy per area = 0.1392 eV/um2
condensation energy per area = 4.61e+04 eV/um2
Sizes of neglected effects:
penetration depth at temperature of use = 92.0 nm
central L field, cold limit = 0.1071 mT
central L field, at use = 0.1123 mT
nonlocality: coherence / penetration = 0.133
thermodynamic critical field = 215 mT
pair-breaking current density = 104 MA/cm2
surface / pair-breaking current = 0.0042
rough vortex-entry field, cold = 55 mT
lowest rough value on cooling = 2.1 mT
film width = 10 um
perpendicular trapping scale = 0.0207 mT
tilt giving this perpendicular field = 2.4 degrees
```
